# Why the mean bond enthalpy does not fix the first ligand loss

**Comment on the estimate of the first ligand-loss enthalpy**

The argument under review concerns the stripping of ligands from a gaseous precursor molecule. It uses borane as its worked case and runs as follows. Breaking BH$_3$ into atoms requires 1049.4 kJ/mol, a value computed for 298.15 K at the level of theory described in section 3. The molecule has three equivalent B–H bonds, so each bond accounts for one third of this, 349.8 kJ/mol. The first step of decomposition breaks one bond. Its enthalpy is therefore taken to be 349.8 kJ/mol, and the equilibrium of BH$_3$ with BH$_2$ + H at 700 K is estimated from that number.

The division by three is correct arithmetic and gives a well-defined quantity. The difficulty lies in the word "therefore". The three bonds are equivalent in the intact molecule, which means that removing any one of the three hydrogen atoms costs the same. The symmetry says nothing about the second removal, which starts from BH$_2$, or the third, which starts from BH. These are different molecules, with different geometries and electronic states.

**1. What the mean determines**

Let ML$_n$ be a complex of a central atom M with $n$ identical ligands L. All species are ideal gases in their ground electronic states, at one temperature, and every fragment has relaxed to its own equilibrium geometry. With $H$ the molar enthalpy, define the cost of removing one ligand from ML$_k$ as

$$D_k = H(\mathrm{ML}_{k-1}) + H(\mathrm{L}) - H(\mathrm{ML}_k).$$

The index counts the ligands present before the removal, so the first loss from the complete complex is $D_n$, not $D_1$. The mean bond enthalpy is

$$\bar D = \frac{H(\mathrm{M}) + nH(\mathrm{L}) - H(\mathrm{ML}_n)}{n}.$$

If the ligands are polyatomic, this is not the atomisation enthalpy divided by $n$. Atomisation can be carried out in two stages: first ML$_n$ is separated into M and $n$ intact ligands, then each ligand is broken into atoms. Since enthalpy is a state function,

$$\Delta H_\mathrm{at}(\mathrm{ML}_n) = n\bar D + n\,\Delta H_\mathrm{at}(\mathrm{L}),$$

and the ligand term must be subtracted before dividing. For hydrogen atoms as ligands, $\Delta H_\mathrm{at}(\mathrm{L})=0$, and the manuscript's division is legitimate.

Now add all the steps:

$$\sum_{k=1}^{n} D_k = \sum_{k=1}^{n}\left[H(\mathrm{ML}_{k-1}) - H(\mathrm{ML}_k)\right] + nH(\mathrm{L}).$$

Each intermediate, ML$_1$ to ML$_{n-1}$, occurs once with a plus sign, as a product, and once with a minus sign, as a reactant. These terms cancel, and the two ends remain:

$$\sum_{k=1}^{n} D_k = H(\mathrm{M}) - H(\mathrm{ML}_n) + nH(\mathrm{L}) = n\bar D.$$

This is one equation for $n$ unknowns. For $n=1$ it fixes the single dissociation enthalpy. For $n>1$ it leaves $n-1$ of them free. The cancellation also shows what information has been lost: $\bar D$ contains no enthalpy of any intermediate, whereas $D_n$ contains that of ML$_{n-1}$.

**2. The size and sign of the error**

Measure every stage of the stripping from the fully separated system by writing

$$h_k = H(\mathrm{ML}_k) + (n-k)H(\mathrm{L}) - H(\mathrm{M}) - nH(\mathrm{L}).$$

The second term keeps the removed ligands in the account. At the ends, $h_0=0$ and $h_n=-n\bar D$. Subtracting neighbouring values gives

$$h_{k-1}-h_k = H(\mathrm{ML}_{k-1}) - H(\mathrm{ML}_k) + H(\mathrm{L}) = D_k,$$

because $(n-k+1)-(n-k)=1$ ligand is added. For the first loss,

$$D_n = h_{n-1}-h_n = h_{n-1}+n\bar D,$$

and hence

$$D_n-\bar D = h_{n-1}-\left[-(n-1)\bar D\right].$$

The bracket is the value at $k=n-1$ of the straight line joining $h_0$ to $h_n$. The error of the manuscript's estimate, counted here as the amount by which it falls short of the true value, is thus the height of the first fragment, together with its lost ligand, above this line. If the fragment lies above the line, the first loss costs more than the mean. If it lies below, the first loss costs less. The two agree only when it lies on the line.

An equivalent form compares the first loss with the average $R$ of the other $n-1$ steps. From $n\bar D=D_n+(n-1)R$,

$$D_n-\bar D = D_n-\frac{D_n+(n-1)R}{n}=\frac{n-1}{n}\,(D_n-R).$$

Equality with the mean therefore does not require all steps to be equal. It requires the first to equal the average of the rest.

**3. The borane sequence**

The missing information is the enthalpy of BH$_2$. I have evaluated the whole sequence at one level of theory: Hartree–Fock geometries and harmonic frequencies, and frozen-core CCSD(T) energies, all in the cc-pVDZ basis, with unrestricted reference states for the open-shell species. The bookkeeping above applies with M = B, L = H and $n=3$.

In atomic units, the enthalpy of each species is obtained from its electronic energy $E$ by

$$H = E+\sum_i\left[\frac{\omega_i}{2}+\frac{\omega_i}{e^{\omega_i/kT}-1}\right]+H_\mathrm{rot}+\frac52kT.$$

The sum contains the zero-point and thermal energies of the vibrations. The last term combines $\frac32kT$ of translation with $kT$ from $pV$ for an ideal gas. Classical rotation contributes $kT$ for a linear molecule, $\frac32kT$ for a nonlinear one, and nothing for an atom.

At 298.15 K the first loss is, in hartree,

$$D_3=-25.821548-0.496918+26.477500=0.1590,$$

which is 417.5 kJ/mol. The complete sequence, in kJ/mol, is:

| Step | Electronic | Enthalpy |
|---|---:|---:|
| BH$_3\to$ BH$_2$ + H | 443.4 | 417.5 |
| BH$_2\to$ BH + H | 332.0 | 312.2 |
| BH $\to$ B + H | 330.9 | 319.7 |

The enthalpies add to $417.5+312.2+319.7=1049.4$ kJ/mol, and their mean is 349.8 kJ/mol, or 0.1332 hartree. These are the manuscript's total and mean, as they must be at the same level of theory, but its first-loss enthalpy is too low by

$$417.5-349.8=67.7\ \text{kJ/mol},$$

about 16% of the computed first-loss enthalpy. The second form of the error gives the same result. The other two steps average $R=(312.2+319.7)/2\approx316.0$ kJ/mol, and $\frac23(417.5-316.0)\approx67.7$ kJ/mol.

The thermal terms do not create this difference: the electronic values alone put the first loss about 75 kJ/mol above their mean. In the first step, BH$_3$ with six vibrations becomes BH$_2$ with three. The rotational terms cancel because both molecules are nonlinear, and the released atom adds $\frac52kT$, about 6.2 kJ/mol. The loss of vibrational energy, about 32 kJ/mol, outweighs this, so the enthalpy is 25.9 kJ/mol below the electronic value. The first step is the most costly in both columns. The order of the last two steps, by contrast, changes between the columns; their electronic values differ by only 1.1 kJ/mol, and no weight should be put on that order.

**4. Why the second removal is cheaper than the first**

Suppose one intermediate ML$_k$, with $1\le k\le n-1$, is stabilised by an amount $s$ while all other species are unchanged. It is the product of the removal from ML$_{k+1}$ and the reactant in the next removal, so

$$D_{k+1}\to D_{k+1}-s,\qquad D_k\to D_k+s.$$

The sum and the mean do not change. A favourable electronic state of a fragment makes the step that forms it cheaper and the step that destroys it dearer.

BH provides such a case. Its ground state is a singlet. In the orbital picture, two electrons are paired in a lone-pair orbital that lies mainly on boron; in the lowest triplet, one of them has moved to an empty $\pi$ orbital. With each state at its own bond length, the triplet lies 125.0 kJ/mol higher in electronic energy. If BH were formed in this triplet state, the second removal would cost

$$332.0+125.0=457.0\ \text{kJ/mol},$$

and the third would fall from 330.9 to 205.8 kJ/mol. The first removal would still cost 443.4 kJ/mol. The excess of the first removal over the second would change from 111.4 to $-13.6$ kJ/mol. Relative to this triplet reference, the stability of singlet BH therefore accounts for the whole drop from the first removal to the second.

It does not account for the 67.7 kJ/mol error of the mean. Both $D_3$ and $\bar D$ are independent of the enthalpy of BH, which cancels in $D_1+D_2$. For three ligands, the error depends on the enthalpies of BH$_3$, BH$_2$ and B alone; that of H enters $D_3$ and $\bar D$ equally and cancels in their difference. An explanation of why one step differs from the next is not automatically an explanation of why the first differs from the mean.

**5. What may be inferred from the mean**

The mean still restricts the first loss if something is known about the individual steps. Suppose that no step is exothermic and none costs more than a ceiling $C$:

$$0\le D_k\le C,\qquad \bar D\le C.$$

The second condition is needed because the average of the steps cannot exceed their ceiling. The first is an assumption, since an unstable intermediate may lose a ligand exothermically. Write

$$D_n=n\bar D-\sum_{k=1}^{n-1}D_k.$$

The sum on the right lies between 0 and $(n-1)C$. Combining this with the limits on $D_n$ itself gives

$$\max\left[0,\;n\bar D-(n-1)C\right]\le D_n\le\min\left[C,\;n\bar D\right].$$

Both limits can be reached. For the lower one, if $n\bar D\ge(n-1)C$, set every later loss to $C$ and leave the remainder for the first. Otherwise set the first to zero and share the total equally among the others; each share is then below $C$. For the upper one, if $C\le n\bar D$, set the first loss to $C$ and share $n\bar D-C$ among the others; each share is at most $C$ because $\bar D\le C$. If $C>n\bar D$, the first loss can take the whole total.

Take a model complex ML$_4$ with a mean of 250 kJ/mol and a ceiling of 300 kJ/mol. The total is 1000 kJ/mol, and the lower limit is $1000-3\times300=100$ kJ/mol. In order of removal, the losses

$$100,\;300,\;300,\;300\quad\text{and}\quad300,\;300,\;300,\;100\ \text{kJ/mol}$$

have the same mean. In one case the first ligand is weakly held; in the other it is held as strongly as the ceiling allows. A ceiling only 20% above the mean thus leaves a threefold range for the first loss.

Two limits show how this works. As $C\to\bar D$, the lower limit becomes $n\bar D-(n-1)\bar D=\bar D$ and so does the upper: the range closes, and the manuscript's inference becomes valid. If $n>1$ and $C\ge n\bar D$, the range extends from zero to the full total, and the mean sets only an upper limit to the first loss.

**6. Consequence for the 700 K estimate**

The equilibrium constant for the first loss is

$$K=\exp\left(\frac{\Delta S}{\mathcal R}-\frac{D_n}{\mathcal RT}\right),$$

where $\mathcal R$ is the gas constant and $\Delta S$ the standard reaction entropy. If $\bar D$ replaces $D_n$ while the entropy is kept, the ratio of the estimated to the correct constant is

$$\frac{K_\mathrm{est}}{K}=\exp\left(\frac{-\bar D+D_n}{\mathcal RT}\right)=\exp\left(\frac{D_n-\bar D}{\mathcal RT}\right).$$

At 700 K, $\mathcal RT$ is 5.82 kJ/mol. With the enthalpies at 298.15 K taken as independent of temperature, the exponent is $67.7/5.82\approx11.6$ and the ratio is about $1\times10^5$. The manuscript overestimates the dissociation constant by five orders of magnitude within this model. For a complex whose first loss is cheaper than the mean, the same substitution would underestimate it.

This is a statement about equilibrium. A rate requires the energy profile along the reaction path, which has not been computed here. Nor, at this level of theory, is loss of one hydrogen atom the least endothermic channel. For elimination of H$_2$, two removals are paid for and the bond enthalpy of H$_2$ is recovered. The latter is $2(-0.496918)+1.149814=0.155978$ hartree, or 409.5 kJ/mol, so

$$\Delta H(\mathrm{BH_3\to BH+H_2})=417.5+312.2-409.5=320.2\ \text{kJ/mol}.$$

This is 97.3 kJ/mol below the first-loss enthalpy. Which channel is faster depends on the activation enthalpies and entropies of both, which the enthalpies of reactants and products do not supply.

**7. Reliability of the numbers**

The identities and bounds above do not depend on the electronic-structure method. The borane values do. Placing H at a distance of 60 bohr from BH$_2$, with the two unpaired spins parallel, reproduces the sum of the separate fragment energies, so for this spin arrangement the method treats the products of the first loss consistently. For the BH bond in the smaller 6-31G basis, CCSD(T) gives 292.6 kJ/mol and full configuration interaction of the valence electrons, in all orbitals except the frozen boron 1s, gives 293.0 kJ/mol. That test supports the treatment of valence correlation in BH; it does not test the basis. The same bond costs 330.9 kJ/mol in cc-pVDZ, so the basis matters greatly, and cc-pVDZ is not converged either. With cc-pVTZ electronic energies at the same geometries and frequencies (values not listed in the output below), each of the three removals costs 16 to 18 kJ/mol more, the atomisation enthalpy rises by about 49 kJ/mol, the H$_2$-elimination enthalpy by about 12 kJ/mol and the singlet–triplet gap of BH by 2 kJ/mol. Most of this shift cancels in differences: the first loss exceeds the mean by 66.9 kJ/mol, about 1 kJ/mol less than in cc-pVDZ, the ratio of equilibrium constants at 700 K stays near $1\times10^5$, and H$_2$ elimination lies about 101 kJ/mol below the first loss instead of 97. The error remaining beyond cc-pVTZ has not been determined. Core correlation, anharmonicity, and relativistic and spin–orbit effects are also left out. Rotation is treated classically, which for H$_2$ at 298.15 K overestimates the rotational energy by about 0.2 kJ/mol. The decimals serve to make the arithmetic traceable and are not a claim of accuracy. The numerical output follows this comment.

**Requested revision**

The value 349.8 kJ/mol should be described as the mean for complete removal of the three hydrogen atoms, computed in the cc-pVDZ basis and subject to the basis error noted in section 7. It should be withdrawn as the enthalpy of BH$_3\to$ BH$_2$ + H, and the 700 K equilibrium should be recalculated with a first-loss enthalpy obtained from BH$_2$ itself. For any other precursor with more than one ligand, the enthalpy of the fragment left after the first loss is likewise needed, together with those of the parent molecule and the free ligand on the same scale. A more precise atomisation enthalpy of the parent molecule cannot replace it.

## Calculated quantities

```
Temperature for enthalpies: 298.15 K
BH3 bond length: 2.265 bohr
BH2 bond length: 2.259 bohr
BH bond length: 2.336 bohr
H2 bond length: 1.413 bohr
BH2 angle: 127.6 degrees
BH3 electronic energy: -26.508582 hartree
BH2 electronic energy: -25.840426 hartree
BH electronic energy: -25.214702 hartree
B electronic energy: -24.589408 hartree
H electronic energy: -0.499278 hartree
H2 electronic energy: -1.163560 hartree
BH3 enthalpy: -26.477500 hartree
BH2 enthalpy: -25.821548 hartree
BH enthalpy: -25.205714 hartree
B enthalpy: -24.587047 hartree
H enthalpy: -0.496918 hartree
H2 enthalpy: -1.149814 hartree
BH3 -> BH2 + H, electronic: 443.4 kJ/mol
BH2 -> BH + H, electronic: 332.0 kJ/mol
BH -> B + H, electronic: 330.9 kJ/mol
BH3 -> BH2 + H, enthalpy: 417.5 kJ/mol
BH2 -> BH + H, enthalpy: 312.2 kJ/mol
BH -> B + H, enthalpy: 319.7 kJ/mol
BH3 atomisation enthalpy: 1049.4 kJ/mol
Mean B-H bond enthalpy: 349.8 kJ/mol
Mean B-H bond enthalpy: 0.1332 hartree
First-loss enthalpy: 0.1590 hartree
First loss minus mean: 67.7 kJ/mol
BH2 + H height above chord: 67.7 kJ/mol
BH triplet minus singlet: 125.0 kJ/mol
BH2 -> triplet BH + H, electronic: 457.0 kJ/mol
Triplet BH -> B + H, electronic: 205.8 kJ/mol
First minus second, singlet BH: 111.4 kJ/mol
First minus second, triplet BH: -13.6 kJ/mol
BH3 -> BH + H2, enthalpy: 320.2 kJ/mol
Dissociation-constant error factor at 700 K: 1.13e+05
BH bond, CCSD(T)/6-31G: 292.62 kJ/mol
BH bond, valence FCI/6-31G: 292.99 kJ/mol
Distant-fragment energy error: -0.00000 kJ/mol
BH thermal formula minus level sum: 0.048 kJ/mol
Model ML4 mean: 250 kJ/mol
Model step ceiling: 300 kJ/mol
Model losses, lowest first loss: 100, 300, 300, 300 kJ/mol
Model losses, highest first loss: 300, 300, 300, 100 kJ/mol
```
